# Reality Condition, Real Spherical Harmonics and Gaunt Coefficients for Real Densities: a numerical check

```python
"""
Result under test: a function f = sum f_lm Y_lm on the sphere is real exactly
when f_(l,-m) = (-1)^m conj(f_lm).  Real harmonics are S = U Y, with U unitary;
coefficients obey s = conj(U) f.  Real Gaunt coefficients
R = integral S S S are obtained from G = integral conj(Y) Y Y by U.
Symbols: l, m degree and order; Y complex harmonics (Condon-Shortley phase);
S real harmonics, m > 0 cosine type and m < 0 sine type;
c, b wave-function coefficients in Y and S; rho density coefficients.
"""
from functools import lru_cache
from math import factorial, pi, sqrt
import numpy as np
import sympy as sp
from numpy.polynomial import Polynomial
from scipy.special import lpmv
from sympy.physics.wigner import gaunt

LABELS = [(l, m) for l in range(5) for m in range(-l, l + 1)]
POS = {label: i for i, label in enumerate(LABELS)}
NW = 9                       # wave functions: l <= 2; densities: l <= 4
ORDERS = np.array([m for l, m in LABELS])
SIGN = (-1.0) ** np.abs(ORDERS)
PARTNER = np.array([POS[(l, -m)] for l, m in LABELS])


def complex_harmonic(l, m, x, phi):
    """Rodrigues formula for signed m; no relation between m and -m is used."""
    poly = (Polynomial([-1.0, 0.0, 1.0]) ** l).deriv(l + m)
    norm = sqrt((2*l + 1) / (4*pi) * factorial(l - m) / factorial(l + m))
    legendre = (-1.0)**abs(m) * (1 - x*x)**(m/2) * poly(x) / (2**l * factorial(l))
    return norm * legendre * np.exp(1j * m * phi)


def real_harmonic(l, m, x, phi):
    """Cosine and sine form from library Legendre functions."""
    k = abs(m)
    norm = sqrt((2*l + 1) / (4*pi) * factorial(l - k) / factorial(l + k))
    theta_part = (-1.0)**k * norm * lpmv(k, l, x)
    if m == 0:
        return theta_part * np.ones_like(phi)
    return sqrt(2) * theta_part * (np.cos(k*phi) if m > 0 else np.sin(k*phi))


# Product quadrature on the unit sphere
nodes, node_weights = np.polynomial.legendre.leggauss(24)
angles = 2*pi*np.arange(48)/48
x_grid, phi_grid = [a.ravel() for a in np.meshgrid(nodes, angles, indexing="ij")]
weights = np.repeat(node_weights, 48) * 2*pi/48
Y = np.array([complex_harmonic(l, m, x_grid, phi_grid) for l, m in LABELS])
S = np.array([real_harmonic(l, m, x_grid, phi_grid) for l, m in LABELS])
sin_grid = np.sqrt(1 - x_grid**2)
cx, cy, cz = sin_grid*np.cos(phi_grid), sin_grid*np.sin(phi_grid), x_grid


def close(a, b, tol=1e-10):
    return np.max(np.abs(np.asarray(a) - np.asarray(b))) < tol


# Conjugation of harmonics, and the ladder construction behind it
assert close((Y * weights) @ Y.conj().T, np.eye(25))
assert close(Y[PARTNER], SIGN[:, None] * Y.conj())
th, ph = sp.symbols("theta phi", real=True)
test_theta, test_phi = np.array([0.4, 1.1, 2.3]), np.array([0.3, 2.0, 4.7])
for l in range(1, 4):
    for direction in (1, -1):
        state = sp.sqrt(sp.Rational(2*l + 1, 4)/sp.pi) * sp.legendre(l, sp.cos(th))
        for m in range(1, l + 1):
            state = sp.exp(direction*sp.I*ph) * (
                direction*sp.diff(state, th)
                + sp.I*sp.cos(th)/sp.sin(th)*sp.diff(state, ph))
            values = sp.lambdify((th, ph), state, "numpy")(test_theta, test_phi)
            values = values * sqrt(factorial(l - m)/factorial(l + m))
            assert close(values, complex_harmonic(
                l, direction*m, np.cos(test_theta), test_phi))

# Unitary map
U = np.zeros((25, 25), complex)
for l, m in LABELS:
    if m == 0:
        U[POS[l, 0], POS[l, 0]] = 1
    elif m > 0:
        U[POS[l, m], POS[l, -m]] = 1/sqrt(2)
        U[POS[l, m], POS[l, m]] = (-1)**m/sqrt(2)
        U[POS[l, -m], POS[l, -m]] = 1j/sqrt(2)
        U[POS[l, -m], POS[l, m]] = -1j*(-1)**m/sqrt(2)
assert close(U @ U.conj().T, np.eye(25))
assert close(U @ Y, S)
for m, coordinate in ((1, cx), (-1, cy), (0, cz)):
    assert close(S[POS[1, m]], sqrt(3/(4*pi))*coordinate)

# Reality condition: real field, complex counterexample, and converse
field = np.exp(0.5*cx - 0.8*cy + 0.3*cz) + 0.7*cx*cy*cz
f = (Y.conj() * weights) @ field
s = (S * weights) @ field
assert close(f[PARTNER], SIGN*f.conj())
assert close(s, U.conj() @ f) and close(f, U.T @ s)
assert not close(s, U @ f, 1e-2)
positive = ORDERS > 0
assert close(s[positive], sqrt(2)*SIGN[positive]*f[positive].real)
assert close(s[PARTNER[positive]], -sqrt(2)*SIGN[positive]*f[positive].imag)
f_bad = (Y.conj() * weights) @ (field*(1 + 0.3j*cx))
assert not close(f_bad[PARTNER], SIGN*f_bad.conj(), 1e-2)
rng = np.random.default_rng(7)
any_coeff = rng.normal(size=25) + 1j*rng.normal(size=25)
obeying = (any_coeff + SIGN*any_coeff[PARTNER].conj())/2
assert close((obeying @ Y).imag, 0)
assert close(((any_coeff - obeying) @ Y).real, 0)


@lru_cache(maxsize=None)
def triple(l1, l2, l3, m1, m2, m3):
    """Integral of three complex harmonics, none conjugated."""
    return float(gaunt(l1, l2, l3, m1, m2, m3))


# Complex Gaunt tensor and its transformed real counterpart
G = np.zeros((NW, 25, NW))
for i, (l, m) in enumerate(LABELS[:NW]):
    for k, (lp, mp) in enumerate(LABELS[:NW]):
        for L in range(5):
            M = m - mp
            if abs(M) <= L:
                G[i, POS[L, M], k] = (-1)**abs(m) * triple(l, L, lp, -m, M, mp)
G_quad = np.einsum("ip,jp,kp,p->ijk", Y[:NW].conj(), Y, Y[:NW], weights,
                   optimize=True)
assert close(G, G_quad)
UW = U[:NW, :NW]
R_complex = np.einsum("ai,bj,ck,ijk->abc", UW.conj(), U, UW, G, optimize=True)
assert close(R_complex.imag, 0)
R = R_complex.real
R_quad = np.einsum("ip,jp,kp,p->ijk", S[:NW], S, S[:NW], weights, optimize=True)
assert close(R, R_quad)
assert close(R, R.transpose(2, 1, 0))
assert close(R[:, :NW], R[:, :NW].transpose(1, 0, 2))


def reduced_real_gaunt(labels):
    """Real coefficient from one complex coefficient and the azimuthal rule."""
    (la, ma), (lb, mb), (lc, mc) = sorted(labels, key=lambda q: abs(q[1]))
    a, b, c = abs(ma), abs(mb), abs(mc)
    sine_count = sum(m < 0 for m in (ma, mb, mc))
    if c != a + b or sine_count % 2:
        return 0.0
    g = (-1)**c * triple(lc, la, lb, -c, a, b)
    if a == 0 or b == 0:
        return g
    return (-g if ma < 0 and mb < 0 else g)/sqrt(2)


for i in range(NW):
    for j in range(25):
        for k in range(NW):
            rule = reduced_real_gaunt((LABELS[i], LABELS[j], LABELS[k]))
            assert abs(rule - R_quad[i, j, k]) < 1e-10


def density_coefficients(c):
    """Return b, density matrix, complex and real density coefficients."""
    b = UW.conj() @ c
    D = np.outer(b.conj(), b)
    rho_complex = np.einsum("i,k,kji->j", c.conj(), c, G)
    rho_real = np.einsum("ik,ijk->j", D.real, R)
    return b, D, rho_complex, rho_real


def check_density(c):
    b, D, rho_complex, rho_real = density_coefficients(c)
    density = np.abs(c @ Y[:NW])**2
    assert close(rho_complex, (Y.conj()*weights) @ density)
    assert close(rho_real, (S*weights) @ density)
    assert close(rho_real @ S, density)
    assert close(np.einsum("ik,ijk->j", D.imag, R), 0)


random_c = rng.normal(size=NW) + 1j*rng.normal(size=NW)
check_density(random_c/np.linalg.norm(random_c))

# Matrix of a real potential containing all L: only L <= 4 can contribute
V_Y = (Y[:NW].conj()*weights*field) @ Y[:NW].T
V_S = (S[:NW]*weights*field) @ S[:NW].T
V_from_R = np.einsum("j,ijk->ik", s, R)
assert not close(s @ S, field, 1e-5)
assert close(V_from_R, V_S)
assert close(UW.conj() @ V_Y @ UW.T, V_from_R)

# Worked d state
c = np.zeros(NW, complex)
c[POS[2, 2]] = 0.6
c[POS[2, -1]] = 0.48 + 0.64j
check_density(c)
b, D, rho, rho_s = density_coefficients(c)
listed = [(0, 0), (2, 0), (4, 0), (4, 3), (4, -3)]
others = [i for i, label in enumerate(LABELS) if label not in listed]
assert close(rho[others], 0) and close(rho_s[others], 0)
assert min(abs(rho_s[POS[label]]) for label in listed) > 1e-3
lz_complex = float(np.sum(ORDERS[:NW]*np.abs(c)**2))
lz_real = 2*sum(m*D[POS[l, m], POS[l, -m]].imag
                for l, m in LABELS[:NW] if m > 0)
psi_phi_derivative = (1j*ORDERS[:NW]*c) @ Y[:NW]
lz_quad = np.sum(weights*(c @ Y[:NW]).conj()*(-1j)*psi_phi_derivative)
assert close([lz_real, lz_quad], lz_complex)
theta_deg, phi_deg = 60.0, 20.0
x0, p0 = np.cos(np.radians(theta_deg)), np.radians(phi_deg)
psi0 = sum(c[i]*complex_harmonic(*LABELS[i], x0, p0) for i in range(NW))
series0 = sum(rho_s[i]*real_harmonic(*LABELS[i], x0, p0) for i in range(25))
assert close(abs(psi0)**2, series0)


def show(z):
    z = complex(z)
    re, im = round(z.real, 6) + 0.0, round(z.imag, 6) + 0.0
    return f"{re:.6f} {im:+.6f}i"


print("All coefficients are dimensionless; angular density is per steradian")
print("norm of psi =", f"{np.vdot(c, c).real:.6f}")
for m in (2, -1):
    print(f"c(2,{m}) =", show(c[POS[2, m]]))
for m in (2, -2, 1, -1):
    print(f"b(2,{m}) =", show(b[POS[2, m]]))
for L in (0, 2, 4):
    for m in (2, -1):
        i = POS[2, m]
        print(f"G: int Y(2,{m})* Y({L},0) Y(2,{m}) = {G[i, POS[L, 0], i]:.6f}")
g = G_quad[POS[2, 2], POS[4, 3], POS[2, -1]].real
print(f"G: int Y(2,2)* Y(4,3) Y(2,-1) = {g:.6f}")
g_reduced = -triple(4, 2, 2, -3, 1, 2)
print(f"g: int Y(4,3)* Y(2,1) Y(2,2) = {g_reduced:.6f}")
for m, M, mp in ((1, 3, 2), (-1, 3, -2), (-1, -3, 2), (1, -3, -2)):
    i, j, k = POS[2, m], POS[4, M], POS[2, mp]
    print(f"R: int S(2,{m}) S(4,{M}) S(2,{mp}) = {R[i, j, k]:.6f}")
    print(f"Re[b(2,{m})* b(2,{mp})] = {D[i, k].real:.6f}")
for label in listed:
    print(f"complex-basis rho{label} =", show(rho[POS[label]]))
for label in listed:
    print(f"real-basis rho{label} = {rho_s[POS[label]]:.6f}")
print(f"direction: theta = {theta_deg:.0f} deg, phi = {phi_deg:.0f} deg")
print(f"|psi|^2 directly = {abs(psi0)**2:.6f} per sr")
print(f"density from real harmonics = {series0:.6f} per sr")
print(f"<L_z> from Im(b* b) = {lz_real:.6f} hbar")
print("nonzero complex Gaunts, l,l'<=2, L<=4:", np.count_nonzero(abs(G) > 1e-10))
print("nonzero real Gaunts, same range:", np.count_nonzero(abs(R) > 1e-10))
print("no test failed")
```

Printed output:

```
All coefficients are dimensionless; angular density is per steradian
norm of psi = 1.000000
c(2,2) = 0.600000 +0.000000i
c(2,-1) = 0.480000 +0.640000i
b(2,2) = 0.424264 +0.000000i
b(2,-2) = 0.000000 +0.424264i
b(2,1) = 0.339411 +0.452548i
b(2,-1) = 0.452548 -0.339411i
G: int Y(2,2)* Y(0,0) Y(2,2) = 0.282095
G: int Y(2,-1)* Y(0,0) Y(2,-1) = 0.282095
G: int Y(2,2)* Y(2,0) Y(2,2) = -0.180224
G: int Y(2,-1)* Y(2,0) Y(2,-1) = 0.090112
G: int Y(2,2)* Y(4,0) Y(2,2) = 0.040299
G: int Y(2,-1)* Y(4,0) Y(2,-1) = -0.161197
G: int Y(2,2)* Y(4,3) Y(2,-1) = -0.238414
g: int Y(4,3)* Y(2,1) Y(2,2) = 0.238414
R: int S(2,1) S(4,3) S(2,2) = 0.168584
Re[b(2,1)* b(2,2)] = 0.144000
R: int S(2,-1) S(4,3) S(2,-2) = -0.168584
Re[b(2,-1)* b(2,-2)] = -0.144000
R: int S(2,-1) S(4,-3) S(2,2) = 0.168584
Re[b(2,-1)* b(2,2)] = 0.192000
R: int S(2,1) S(4,-3) S(2,-2) = 0.168584
Re[b(2,1)* b(2,-2)] = 0.192000
complex-basis rho(0, 0) = 0.282095 +0.000000i
complex-basis rho(2, 0) = -0.007209 +0.000000i
complex-basis rho(4, 0) = -0.088658 +0.000000i
complex-basis rho(4, 3) = -0.068663 +0.091551i
complex-basis rho(4, -3) = 0.068663 +0.091551i
real-basis rho(0, 0) = 0.282095
real-basis rho(2, 0) = -0.007209
real-basis rho(4, 0) = -0.088658
real-basis rho(4, 3) = 0.097104
real-basis rho(4, -3) = 0.129472
direction: theta = 60 deg, phi = 20 deg
|psi|^2 directly = 0.194203 per sr
density from real harmonics = 0.194203 per sr
<L_z> from Im(b* b) = 0.080000 hbar
nonzero complex Gaunts, l,l'<=2, L<=4: 126
nonzero real Gaunts, same range: 162
no test failed
```
